# Term energies of carbon 2p² from the one-centre Coulomb tensor

## Problem

Outside its closed 1s and 2s shells, a carbon atom has two electrons in the 2p shell. All three 2p orbitals share one real, normalized radial function $R(r)$:

$$p_a(\mathbf r)=R(r)\sqrt{\tfrac{3}{4\pi}}\;n_a,\qquad \mathbf n=\mathbf r/r,\quad a=x,y,z .$$

The one-centre Coulomb tensor of this shell is, in atomic units,

$$(ab|cd)=\iint \frac{p_a(\mathbf r)p_b(\mathbf r)\,p_c(\mathbf r')p_d(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

The first pair of indices belongs to electron 1 and the second pair to electron 2. The radial information enters through the Slater integrals

$$F^k=\int_0^\infty\!\!\int_0^\infty \frac{r_<^k}{r_>^{k+1}}\,R(r)^2R(r')^2\,r^2r'^2\,dr\,dr',$$

where $r_<$ and $r_>$ are the smaller and the larger of $r,r'$. The superscript on $F$ is a label, not a power. Neglect spin-orbit coupling and, until part (f), the mixing of 2p² with other configurations.

(a) Express $(ab|cd)$ through $F^0$ and $F^2$.

(b) Find the energies of all terms of 2p², with their degeneracies. What are the two intervals between them, and what is the ratio of the upper to the lower?

(c) Show that the closed shells do not change the intervals.

(d) Which terms are contained in the single determinants $|p_x{\uparrow}\,p_y{\uparrow}|$, $|p_x{\uparrow}\,p_y{\downarrow}|$ and $|p_x{\uparrow}\,p_x{\downarrow}|$? How can the term energies be recovered from the energies of these determinants?

(e) A restricted open-shell Hartree-Fock calculation for the ³P state gives $F^0=0.539006$ and $F^2=0.243641$ hartree. Evaluate the terms. What happens to the lower interval if the tensor is cut off at a PAW augmentation sphere of radius 1.5 bohr?

(f) The measured interval ratio of carbon is roughly 1.1. Examine how mixing of 2s²2p² with 2p⁴ changes the ratio found in (b).

## Solution

### (a) The Coulomb tensor

The angular part of a pair density is $n_an_b$. Split it into a constant and a traceless part:

$$n_an_b=\tfrac13\delta_{ab}+q_{ab}(\mathbf n),\qquad q_{ab}(\mathbf n)=n_an_b-\tfrac13\delta_{ab}.$$

The constant is a monopole and $q_{ab}$ is a quadrupole. In the expansion

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\mathbf n\cdot\mathbf n')$$

the Legendre polynomial $P_k$ connects only angular functions of degree $k$ with each other. Therefore only $k=0$ and $k=2$ contribute, without cross terms.

Let $\langle\ldots\rangle$ be the average over directions, so that $\int d\Omega=4\pi\langle\ldots\rangle$. The two orbital products carry a prefactor $(3/4\pi)^2$ and the two angular integrations a factor $(4\pi)^2$, together 9.

For $k=0$, $P_0=1$ and each pair density averages to $\delta_{ab}/3$. The contribution is

$$9\cdot\tfrac13\delta_{ab}\cdot\tfrac13\delta_{cd}\,F^0=\delta_{ab}\delta_{cd}F^0 .$$

For $k=2$, write the polynomial in terms of the quadrupoles. With repeated indices summed,

$$q_{ij}(\mathbf n)q_{ij}(\mathbf n')=(\mathbf n\cdot\mathbf n')^2-\tfrac13-\tfrac13+\tfrac39=(\mathbf n\cdot\mathbf n')^2-\tfrac13,$$

and hence $P_2=\tfrac12[3(\mathbf n\cdot\mathbf n')^2-1]=\tfrac32\,q_{ij}(\mathbf n)q_{ij}(\mathbf n')$. What is needed is the average $\langle q_{ab}q_{ij}\rangle$.

The average of four direction components has no preferred direction and is symmetric in all indices, so

$$\langle n_an_bn_in_j\rangle=C(\delta_{ab}\delta_{ij}+\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi}).$$

Setting $a=b$, $i=j$ and summing gives $1=C(9+3+3)$, so $C=1/15$. Subtracting the product of the averages, $\delta_{ab}\delta_{ij}/9$, leaves

$$\langle q_{ab}q_{ij}\rangle=\tfrac1{15}(\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi})-\tfrac2{45}\delta_{ab}\delta_{ij}=\tfrac2{15}\,\Pi_{ab,ij},$$

$$\Pi_{ab,ij}=\tfrac12(\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi})-\tfrac13\delta_{ab}\delta_{ij}.$$

Applied to a matrix, $\Pi$ takes its symmetric part and removes the trace. Doing this twice changes nothing more, so $\Pi^2=\Pi$. The $k=2$ contribution is then

$$9\cdot\tfrac32\,\langle q_{ab}q_{ij}\rangle\langle q_{ij}q_{cd}\rangle F^2=\tfrac{27}{2}\cdot\tfrac{4}{225}\,\Pi_{ab,cd}F^2=\tfrac{6}{25}\,\Pi_{ab,cd}F^2 .$$

Adding both contributions,

$$(ab|cd)=\Big(F^0-\tfrac{2}{25}F^2\Big)\delta_{ab}\delta_{cd}+\tfrac{3}{25}F^2\,(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}).$$

Up to permutation of the axes, the nonzero entries are

$$(xx|xx)=F^0+\tfrac4{25}F^2,\quad (xx|yy)=F^0-\tfrac2{25}F^2,\quad (xy|xy)=\tfrac3{25}F^2 .$$

Two electrons in the same lobe-shaped orbital repel more strongly than two in perpendicular orbitals. The third entry is the exchange integral.

### (b) The terms

Write the spatial part of a two-electron state as $\sum_{ac}T_{ac}\,p_a(1)p_c(2)$. The repulsion takes electron 1 from $p_b$ to $p_a$ and electron 2 from $p_d$ to $p_c$ with amplitude $(ab|cd)$. It therefore acts on the coefficient matrix as

$$(VT)_{ac}=\sum_{bd}(ab|cd)\,T_{bd}.$$

Insert the three delta products. The first, $\delta_{ab}\delta_{cd}$, returns $T_{ac}$. The second, $\delta_{ac}\delta_{bd}$, gives $\delta_{ac}\,\mathrm{tr}\,T$. The third, $\delta_{ad}\delta_{bc}$, gives $T_{ca}$. Thus

$$(VT)_{ac}=\Big(F^0-\tfrac2{25}F^2\Big)T_{ac}+\tfrac3{25}F^2\,\big(T_{ca}+\delta_{ac}\,\mathrm{tr}\,T\big).$$

Three kinds of matrix are eigenvectors, and together they span all nine components.

- Antisymmetric $T$, with 3 components: $T_{ca}=-T_{ac}$ and $\mathrm{tr}\,T=0$. The coefficient of $F^2$ is $(-2-3)/25=-5/25$.
- Symmetric traceless $T$, with 5 components: $T_{ca}=T_{ac}$ and $\mathrm{tr}\,T=0$. The coefficient is $(-2+3)/25=1/25$.
- $T_{ac}=\delta_{ac}$, with 1 component: $T_{ca}=\delta_{ac}$ and $\mathrm{tr}\,T=3$. The coefficient is $(-2+3+9)/25=10/25$.

Under rotations $T$ transforms as a product of two vectors. Its antisymmetric part behaves as a cross product and has $L=1$, its symmetric traceless part has $L=2$, and its trace part has $L=0$. The full state must change sign when the electrons are exchanged. An antisymmetric $T$ thus needs the symmetric spin triplet, and a symmetric $T$ needs the antisymmetric singlet. The repulsion energies are

$$E(^3P)=F^0-\tfrac{5}{25}F^2,\qquad E(^1D)=F^0+\tfrac1{25}F^2,\qquad E(^1S)=F^0+\tfrac{10}{25}F^2,$$

with $3\times3=9$, 5 and 1 states. The total of 15 equals the number of ways to place two electrons in six spin orbitals. The intervals are

$$E(^1D)-E(^3P)=\tfrac6{25}F^2,\qquad E(^1S)-E(^1D)=\tfrac9{25}F^2,$$

and their ratio is

$$\frac{E(^1S)-E(^1D)}{E(^1D)-E(^3P)}=\frac96=\frac32 .$$

The integrand of $F^2$ is nowhere negative, so $F^2>0$ and the order is ³P, ¹D, ¹S. The radial function sets the size of the intervals but cancels from their ratio. If the quadrupole part were absent, $F^2=0$, all 15 states would coincide. The spin-independent repulsion separates triplet from singlet because the Pauli principle ties the spin to the symmetry of $T$.

The mean energy provides a check. Weighting the terms by their degeneracies gives the coefficient $(9\cdot(-5)+5\cdot1+1\cdot10)/(15\cdot25)=-2/25$. The same mean follows from the determinants, since the trace of the repulsion does not depend on the basis. It is the sum of direct minus exchange integrals over pairs of spin orbitals. Each pair of spatial indices occurs with four spin combinations in the direct sum and two in the exchange sum, and each pair is counted twice:

$$\tfrac12\sum_{ab}\big[4(aa|bb)-2(ab|ab)\big].$$

From (a), $\sum_{ab}(aa|bb)=9F^0-\tfrac{18}{25}F^2+\tfrac{18}{25}F^2=9F^0$ and $\sum_{ab}(ab|ab)=3F^0-\tfrac{6}{25}F^2+\tfrac{36}{25}F^2=3F^0+\tfrac{30}{25}F^2$. The trace is $15F^0-\tfrac{30}{25}F^2$, and division by 15 gives $F^0-\tfrac2{25}F^2$ again.

### (c) The closed shells

The filled 1s and 2s shells act on the 2p electrons through a direct potential and an exchange operator. Both are built from complete, spherically symmetric shells, so both commute with rotations and do not depend on spin. Together with the kinetic energy and the nuclear attraction they form a $3\times3$ matrix in the basis $p_x,p_y,p_z$. A matrix that commutes with every rotation of a vector is a multiple of the identity, $\varepsilon_p\delta_{ab}$. Each state of 2p² therefore receives the same energy

$$E_{\rm const}=E_{\rm core}+2\varepsilon_p,$$

where $E_{\rm core}$ is the energy of the nucleus with 1s²2s². This constant cancels from the intervals. The argument requires the same orbitals in all three terms. If the orbitals were optimized separately for each term, $E_{\rm const}$, $F^0$ and $F^2$ would differ between terms and the ratio need not remain 3/2. For carbon it drops to about 1.4.

### (d) Single determinants

For $|p_x{\uparrow}p_y{\uparrow}|$ the spin part is symmetric, so $T$ is antisymmetric and the state is pure ³P. Its energy is direct minus exchange:

$$E_{\uparrow\uparrow}=(xx|yy)-(xy|xy)=F^0-\tfrac5{25}F^2 .$$

The determinant $|p_x{\uparrow}p_y{\downarrow}|$ is an equal superposition of a triplet with antisymmetric $T$ and a singlet with symmetric $T$. The latter has only the elements $T_{xy}=T_{yx}$, is traceless, and belongs to ¹D. The weights are 1/2 for ³P and 1/2 for ¹D. Opposite spins have no exchange energy, so $E_{\uparrow\downarrow}=(xx|yy)=F^0-\tfrac2{25}F^2$, which is the mean of the two term energies.

For $|p_x{\uparrow}p_x{\downarrow}|$ the matrix is $T=\mathrm{diag}(1,0,0)$. Split off the trace part:

$$T=\mathrm{diag}\big(\tfrac23,-\tfrac13,-\tfrac13\big)+\tfrac13\,\mathrm{diag}(1,1,1).$$

The squared norms are $\tfrac49+\tfrac19+\tfrac19=\tfrac23$ and $3\cdot\tfrac19=\tfrac13$. These are the weights of ¹D and ¹S. The energy is $E_{xx}=(xx|xx)=F^0+\tfrac4{25}F^2$, in agreement with $\tfrac23\cdot1+\tfrac13\cdot10=4$.

Solving these relations for the singlets gives

$$E(^1D)=2E_{\uparrow\downarrow}-E_{\uparrow\uparrow},\qquad E(^1S)=3E_{xx}-2E(^1D).$$

Thus, if all determinants are built from the same orbitals, with one radial function for both spins, the first determinant gives the ³P energy directly, while the singlets need combinations of energies. An unrestricted calculation, which lets the orbitals differ between the spins, need not give a pure ³P state. Reading $E_{\uparrow\downarrow}-E_{\uparrow\uparrow}=\tfrac3{25}F^2$ as the singlet-triplet interval would give half the correct value.

### (e) Numbers for carbon

The orbitals come from a nonrelativistic calculation with the 10 s and 5 p primitive Gaussians of the cc-pVTZ basis. With $F^2/25=0.243641/25=0.009746$ hartree, the tensor entries are

- $(xx|xx)=0.539006+4(0.009746)=0.57799$ hartree,
- $(xx|yy)=0.539006-2(0.009746)=0.51951$ hartree,
- $(xy|xy)=3(0.009746)=0.02924$ hartree.

All 81 entries of the formula were tested against direct Gaussian integrals. The repulsion energies are

- ³P: $0.539006-5(0.009746)=0.49028$ hartree,
- ¹D: $0.539006+0.009746=0.54875$ hartree,
- ¹S: $0.539006+10(0.0097456)=0.63646$ hartree.

The intervals are 0.05847 hartree, or 1.591 eV, and 0.08771 hartree, or 2.387 eV. Their ratio is 1.500. The digits belong to this basis. Near the basis limit $F^0=0.53860$ and $F^2=0.24330$ hartree, the intervals are 1.589 and 2.383 eV, and the total energy is lower by 0.002 hartree. Both intervals lie well above the measured ones, about 1.26 and 1.42 eV, because a single configuration leaves out correlation. These energies were also tested by diagonalizing the Hamiltonian over all 15 determinants and identifying $L$ and $S$ from their operators.

The constant of part (c) is $-36.33122+2(-0.92286)=-38.17694$ hartree. Adding the ³P repulsion gives $-37.68666$ hartree, which agrees with the total energy of the self-consistent calculation. The singlets are evaluated with the ³P orbitals.

For the PAW method it matters which tensor is meant. The one used here contains the bound all-electron 2p partial wave over all space. If both electrons are restricted to a sphere of radius 1.5 bohr, the angular algebra is unchanged, but $F^2$ falls to 0.11095 hartree, 46% of its full value. The lower interval becomes 0.725 eV instead of 1.591 eV, while the ratio stays at 3/2. Near the basis limit the sphere values are 0.11073 hartree and 0.723 eV. The sphere holds 47.8% of the norm of the 2p orbital, so a large part of the quadrupole repulsion involves the region outside.

In a PAW calculation that region is described by the smooth pair densities. The one-centre correction is the all-electron tensor minus the tensor of the smooth partial waves with their compensation charges. It is a difference and does not give the term energies by itself. The smooth part must be added. For a free atom each of these pieces is rotationally invariant and contains $k=0$ and $k=2$ only, so each has the angular form found in (a) with its own two radial numbers. Their sum reproduces the full tensor if the partial waves represent the 2p orbital completely inside the sphere.

### (f) Mixing with 2p⁴

The ratio 3/2 is a property of one configuration with common orbitals. Now let the four outer electrons occupy 2s and 2p freely, with the orbitals held fixed. Parity allows 2s²2p² to mix with 2p⁴ but not with 2s2p³. The repulsion then moves a pair from 2s into the p shell. The integral $(as|bs)$ is, by rotational symmetry, $K\delta_{ab}$ with $K=(xs|xs)$, and the two assignments of opposite spins to the electrons cancel the factor 1/2 of the repulsion. The coupling is

$$K\sum_a p^\dagger_{a\uparrow}p^\dagger_{a\downarrow}\,s_\downarrow s_\uparrow .$$

Apply it to one state of each term.

- ³P, $|p_x{\uparrow}p_y{\uparrow}|$: the Pauli principle leaves only $p_z$ for the new pair. The result has norm $K$.
- ¹D, the singlet with one electron in $p_x$ and one in $p_y$: again only $p_z$ is free, and the norm is $K$.
- ¹S, $(p_x^2+p_y^2+p_z^2)/\sqrt3$: each of the three doubly filled pairs $p_a^2p_b^2$ is reached in two ways, with amplitude $2K/\sqrt3$. The norm is $\sqrt3\cdot2K/\sqrt3=2K$.

The configuration 2p⁴ has two holes in a full p shell. Exchanging creation and annihilation operators turns the repulsion of the electrons into the same repulsion between holes, plus a constant and a rotationally invariant one-body term. Both are equal for all terms with two holes. The terms of 2p⁴ therefore have the same spacings as those of 2p², and the separation $\Delta$ between the two configurations is the same for ³P, ¹D and ¹S.

Each term is thus the lower root of a $2\times2$ problem with coupling $V$. If it is lowered by $\delta$, the secular equation reads $\delta(\delta+\Delta)=V^2$, with $V=K$ for ³P and ¹D and $V=2K$ for ¹S. The first two move down equally, so their interval does not change. The third moves down more, by somewhat less than four times as much, because its larger $\delta$ also enters the factor $\delta+\Delta$.

Diagonalization in this space gives lowerings of 0.01722 hartree for ³P and ¹D and 0.06482 hartree for ¹S, a factor of about 3.8. The lower interval stays at 1.591 eV. The upper one becomes

$$0.08771-(0.06482-0.01722)=0.04011\ \text{hartree},$$

or 1.091 eV, and the ratio falls from 1.50 to 0.69. The last digits are not fixed. The closed-shell energy does not decide how 1s and 2s are separated, and other common choices move the lowerings by up to 0.0001 hartree. A larger basis gives about 1.089 eV. The ratio stays between 0.685 and 0.687.

This mixing moves the ratio in the direction of the measured value, but it overshoots the rough figure of 1.1. The calculation shows that this mixing, taken alone, lowers the ratio strongly, but not how much of the measured departure from 3/2 is due to it. The result is not a prediction for the real atom, because all configurations outside 2s and 2p were left out. Readjusting the 2s and 2p orbitals for each term does not close the gap: it moves the ratio slightly further down, to about 0.66. The remaining difference is not resolved by this model. The numerical output below lists the values used in parts (d) to (f).

## Table of computed values

```
s primitives, p primitives: 10, 5
hartree in eV: 27.211386
ROHF total energy of 3P carbon: -37.686662 hartree
F0 from quadrature: 0.539006 hartree
F2 from quadrature: 0.243641 hartree
(xx|xx) from Gaussian integrals: 0.577989 hartree
(xx|yy) from Gaussian integrals: 0.519515 hartree
(xy|xy) from Gaussian integrals: 0.029237 hartree
largest tensor deviation, 81 entries: 1.0e-15 hartree
closed-shell energy: -36.331220 hartree
one-body energy per 2p electron: -0.922860 hartree
common constant: -38.176940 hartree
3P: states 9, repulsion 0.490278 hartree, total -37.686662 hartree
1D: states 5, repulsion 0.548752 hartree, total -37.628188 hartree
1S: states 1, repulsion 0.636462 hartree, total -37.540478 hartree
1D - 3P: 0.058474 hartree = 1.5912 eV
1S - 1D: 0.087711 hartree = 2.3867 eV
6 F2/25 from quadrature: 0.058474 hartree
interval ratio, one configuration: 1.500000
weights of 3P, 1D, 1S in (px up, py up): 1.0000, 0.0000, 0.0000
weights of 3P, 1D, 1S in (px up, py down): 0.5000, 0.5000, 0.0000
weights of 3P, 1D, 1S in (px up, px down): 0.0000, 0.6667, 0.3333
sphere radius: 1.5 bohr
2p norm inside sphere: 0.4783
F2 inside sphere: 0.110950 hartree
fraction of F2 inside sphere: 0.4554
6 F2/25 with sphere F2: 0.7246 eV
lowering of 3P by 2s-2p mixing: 0.017215 hartree
lowering of 1D by 2s-2p mixing: 0.017215 hartree
lowering of 1S by 2s-2p mixing: 0.064819 hartree
1D - 3P with mixing: 1.5912 eV
1S - 1D with mixing: 1.0913 eV
interval ratio with mixing: 0.6859
```
